# Critical thickness of a strained film: the Matthews-Blakeslee force balance: a numerical check

```python
"""
Matthews-Blakeslee critical thickness of a strained film.
Result under test:
  h_c = b (1 - nu cos^2 theta) / (8 pi (1 + nu) f cos lambda) * (ln(h_c/b) + 1)
b: Burgers vector length, nu: Poisson ratio, f: misfit strain magnitude,
theta: angle between Burgers vector and misfit line,
lambda: angle between Burgers vector and the in-plane normal to that line.
The force on a threading arm balances the energy per length of misfit line.
Forces are in nN, lengths in nm, stresses in GPa (GPa nm^2 = nN).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

mu, nu, b, misfit = 50.0, 0.3, 0.4, 0.01

# Crystal geometry: (001) film, line [1 -1 0], Burgers direction [1 0 1].
line = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
up = np.array([0.0, 0.0, 1.0])
burgers = b * np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
cos_theta = abs(burgers @ line) / b
cos_lambda = abs(burgers @ across) / b

# Biaxial stress: formula against Hooke's law with a stress-free surface.
stress0 = 2 * mu * (1 + nu) / (1 - nu) * misfit
lame = 2 * mu * nu / (1 - 2 * nu)
strain_z = -2 * lame * misfit / (lame + 2 * mu)
hooke_stress = lame * (2 * misfit + strain_z) + 2 * mu * misfit
assert abs(hooke_stress / stress0 - 1) < 1e-12

# Misfit force: bowed arm and slip work against the projected formula.
test_h = 10.0
stress_tensor = hooke_stress * (np.eye(3) - np.outer(up, up))
slip_normal = np.cross(line, burgers)
slip_normal /= np.linalg.norm(slip_normal)
climb_dir = np.cross(slip_normal, line)
climb_dir *= np.sign(climb_dir @ up)
s = np.linspace(0, test_h / (climb_dir @ up), 2001)
bow = 3 * np.sin(2 * s / s[-1]) + 0.1 * s
arm = np.outer(s, climb_dir) + np.outer(bow, line)
pk_force = np.cross(stress_tensor @ burgers, np.diff(arm, axis=0)).sum(axis=0)
formula_force = stress0 * b * cos_lambda * test_h
slip_width = test_h / abs(slip_normal @ across)
slip_work = abs(slip_normal @ stress_tensor @ burgers) * slip_width
assert abs(abs(pk_force @ line) / formula_force - 1) < 1e-10
assert abs(slip_work / formula_force - 1) < 1e-10

# Straight mixed dislocation in an infinite body, from its displacements.
X, Y = sp.symbols("X Y", real=True)
N, BE, BS = sp.symbols("N BE BS", positive=True)
R2 = X**2 + Y**2
displacement = [
    BE / (2 * sp.pi) * (sp.atan(Y / X) + X * Y / (2 * (1 - N) * R2)),
    -BE / (2 * sp.pi) * ((1 - 2 * N) / (4 * (1 - N)) * sp.log(R2)
                         + (X**2 - Y**2) / (4 * (1 - N) * R2)),
    BS / (2 * sp.pi) * sp.atan(Y / X)]
grad = sp.Matrix(3, 3, lambda i, j: 0 if j == 2
                 else sp.together(sp.diff(displacement[i], (X, Y)[j])))
strain = (grad + grad.T) / 2
# Stress in units of the shear modulus.
sig = 2 * strain + 2 * N / (1 - 2 * N) * strain.trace() * sp.eye(3)
for i in range(3):
    residual = sp.diff(sig[i, 0], X) + sp.diff(sig[i, 1], Y)
    assert sp.simplify(residual) == 0
density = sum(sig[i, j] * strain[i, j] for i in range(3) for j in range(3)) / 2
b_screw = cos_theta
b_edge = np.sqrt(1 - cos_theta**2)
values = {N: nu, BE: b_edge, BS: b_screw}
density_fn = sp.lambdify((X, Y), density.subs(values), "numpy")
grad_fn = sp.lambdify((X, Y), list(grad.subs(values)), "numpy")
# Equally spaced points integrate these trigonometric polynomials exactly.
phi = 2 * np.pi * (np.arange(64) + 0.5) / 64
cx, cy = np.cos(phi), np.sin(phi)
ring_energy = 2 * np.pi * np.mean(density_fn(cx, cy))
g = grad_fn(cx, cy)
closure = [2 * np.pi * np.mean(-cy * g[3 * i] + cx * g[3 * i + 1])
           for i in range(3)]
assert np.allclose(closure, [b_edge, 0, b_screw], atol=1e-10)
k_unit = (1 - nu * cos_theta**2) / (4 * np.pi * (1 - nu))
assert abs(ring_energy / k_unit - 1) < 1e-10
K = mu * b**2 * k_unit


def half_space_stress(zeta, edge, screw):
    """Stress / (mu b) of a dislocation at depth 1 below a free surface.

    zeta = x + i y, body at y < 0; edge = complex in-plane Burgers part.
    """
    core = -1j
    image = np.conj(core)
    a = edge / (4j * np.pi * (1 - nu))
    ac = np.conj(a)
    p, t = zeta - core, zeta - image
    gap = core - image
    phi_image = -(a / t + gap * ac / t**2)
    dphi_image = a / t**2 + 2 * gap * ac / t**3
    phi_total = a / p + phi_image
    dphi_total = -a / p**2 + dphi_image
    psi_total = (ac / p + image * a / p**2
                 - ac / t - phi_image - zeta * dphi_image)
    total = 4 * phi_total.real
    diff = 2 * (np.conj(zeta) * dphi_total + psi_total)
    syy = (total + diff.real) / 2
    sxx = (total - diff.real) / 2
    sxy = diff.imag / 2
    antiplane = screw / (2 * np.pi) * (1 / p - 1 / t)
    return sxx, syy, sxy, antiplane


def half_space_energy(ratio, edge, screw, n=240):
    """Energy / (mu b^2) per length outside the core; ratio = depth/radius."""
    nodes, weights = np.polynomial.legendre.leggauss(n)
    unit = (nodes + 1) / 2
    far = 1e4
    energy = 0.0
    for start in (-np.pi, 0.0):
        angle = start + np.pi * unit
        reach = np.full(n, far)
        if start == 0.0:
            reach = np.minimum(far, 1 / np.sin(angle))
        span = np.log(reach * ratio)[:, None]
        r = np.exp(span * unit) / ratio
        zeta = -1j + r * np.exp(1j * angle)[:, None]
        sxx, syy, sxy, anti = half_space_stress(zeta, edge, screw)
        w = (sxx**2 + syy**2 - nu * (sxx + syy)**2 + 2 * sxy**2) / 4
        w = w + abs(anti)**2 / 2
        area = np.pi / 2 * weights[:, None] * weights * span / 2
        energy += np.sum(area * r**2 * w)
    return energy


edge_part = cos_lambda + 1j * abs(burgers @ up) / b
surface = np.linspace(-5, 5, 41) + 0j
_, syy, sxy, anti = half_space_stress(surface, edge_part, b_screw)
assert max(abs(syy).max(), abs(sxy).max(), abs(anti.real).max()) < 1e-12

e50 = half_space_energy(50, edge_part, b_screw)
e200 = half_space_energy(200, edge_part, b_screw)
e200_fine = half_space_energy(200, edge_part, b_screw, 360)
assert abs(e200 - e200_fine) < 1e-4
log_slope = (e200 - e50) / np.log(4)
# Finite core radius leaves corrections of order (radius/depth)^2.
assert abs(log_slope / k_unit - 1) < 2e-3
screw_constant = 4 * np.pi * half_space_energy(200, 0, 1) - np.log(200)
assert abs(screw_constant - np.log(2)) < 1e-3
elastic_constant = e200 / k_unit - np.log(200)
core_ratio = np.exp(elastic_constant - 1)


def reduced_length(f):
    return (1 - nu * cos_theta**2) / (8 * np.pi * (1 + nu) * f * cos_lambda)


def critical_thickness(f, constant=1.0):
    p = reduced_length(f)
    return -b * p * lambertw(-np.exp(-constant) / p, -1).real


def misfit_force(h):
    return stress0 * b * cos_lambda * h


def line_force(h):
    return K * (np.log(h / b) + 1)


h_c = critical_thickness(misfit)
root = brentq(lambda h: misfit_force(h) - line_force(h), b, 1000 * b)
assert abs(root / h_c - 1) < 1e-9
assert misfit_force(0.5 * h_c) < line_force(0.5 * h_c)
assert misfit_force(2 * h_c) > line_force(2 * h_c)


def direct_balance(h):
    """Slip work minus integrated half-space energy, with no log formula."""
    work = slip_work * h / test_h
    ratio = h / (core_ratio * b)
    return work - mu * b**2 * half_space_energy(ratio, edge_part, b_screw)


h_direct = brentq(direct_balance, 0.5 * h_c, 2 * h_c, xtol=1e-5)
# The difference is the finite-core correction to the logarithm.
assert abs(h_direct / h_c - 1) < 5e-3

# Existence limit of the larger root and local power of the misfit.
lowest = minimize_scalar(lambda x: x / (np.log(x) + 1),
                         bounds=(0.5, 5), method="bounded")
assert abs(lowest.x - 1) < 1e-3 and abs(lowest.fun - 1) < 1e-6
f_limit = reduced_length(1.0)
step = 1e-4
numeric_power = (np.log(critical_thickness(misfit * np.exp(step)))
                 - np.log(critical_thickness(misfit * np.exp(-step)))) / (2 * step)
power = -(1 + 1 / np.log(h_c / b))
assert abs(numeric_power - power) < 1e-5

ev_per_nm = 1e-18 / constants.e
print(f"Shear modulus: {mu:.1f} GPa")
print(f"Poisson ratio: {nu:.2f}")
print(f"Burgers vector length b: {b:.3f} nm")
print(f"Misfit strain f: {100 * misfit:.2f} %")
print(f"cos theta: {cos_theta:.4f}")
print(f"cos lambda: {cos_lambda:.4f}")
print(f"Biaxial misfit stress: {stress0:.4f} GPa")
print(f"Misfit force per film thickness: {misfit_force(1.0):.4f} nN/nm")
print(f"Line-energy coefficient K: {K:.4f} nN")
print(f"Line-energy coefficient K: {K * ev_per_nm:.3f} eV/nm")
print(f"Ring energy / (mu b^2), from fields: {ring_energy:.6f}")
print(f"Half-space log slope / (mu b^2): {log_slope:.6f}")
print(f"Half-space elastic constant C: {elastic_constant:.4f}")
print(f"Core radius matching constant 1: {core_ratio:.4f} b")
print(f"Reduced length p: {reduced_length(misfit):.4f}")
print(f"Critical thickness h_c: {h_c:.3f} nm")
print(f"Critical thickness h_c / b: {h_c / b:.3f}")
print(f"Logarithm ln(h_c/b): {np.log(h_c / b):.4f}")
print(f"h_c from direct energy integration: {h_direct:.3f} nm")
for label, h in (("half h_c", h_c / 2), ("h_c", h_c), ("twice h_c", 2 * h_c)):
    print(f"At {label} = {h:.3f} nm: misfit force {misfit_force(h):.4f} nN, "
          f"line force {line_force(h):.4f} nN")
for f in (0.0025, 0.005, 0.01, 0.02):
    hc = critical_thickness(f)
    print(f"f = {100 * f:.2f} %: h_c = {hc:.3f} nm, f*h_c = {f * hc:.4f} nm")
for constant in (0.0, 1.0, 2.0):
    hc = critical_thickness(misfit, constant)
    print(f"Core constant {constant:.0f}: h_c = {hc:.3f} nm")
print(f"Local power d ln h_c / d ln f: {power:.4f}")
print(f"Largest misfit with a real root: {100 * f_limit:.3f} %")
print("verified")
```

Running it gives:

```
Shear modulus: 50.0 GPa
Poisson ratio: 0.30
Burgers vector length b: 0.400 nm
Misfit strain f: 1.00 %
cos theta: 0.5000
cos lambda: 0.5000
Biaxial misfit stress: 1.8571 GPa
Misfit force per film thickness: 0.3714 nN/nm
Line-energy coefficient K: 0.8412 nN
Line-energy coefficient K: 5.251 eV/nm
Ring energy / (mu b^2), from fields: 0.105156
Half-space log slope / (mu b^2): 0.105152
Half-space elastic constant C: 0.4422
Core radius matching constant 1: 0.5725 b
Reduced length p: 5.6622
Critical thickness h_c: 9.420 nm
Critical thickness h_c / b: 23.550
Logarithm ln(h_c/b): 3.1591
h_c from direct energy integration: 9.420 nm
At half h_c = 4.710 nm: misfit force 1.7494 nN, line force 2.9157 nN
At h_c = 9.420 nm: misfit force 3.4989 nN, line force 3.4989 nN
At twice h_c = 18.840 nm: misfit force 6.9977 nN, line force 4.0820 nN
f = 0.25 %: h_c = 53.398 nm, f*h_c = 0.1335 nm
f = 0.50 %: h_c = 22.855 nm, f*h_c = 0.1143 nm
f = 1.00 %: h_c = 9.420 nm, f*h_c = 0.0942 nm
f = 2.00 %: h_c = 3.630 nm, f*h_c = 0.0726 nm
Core constant 0: h_c = 6.212 nm
Core constant 1: h_c = 9.420 nm
Core constant 2: h_c = 12.287 nm
Local power d ln h_c / d ln f: -1.3165
Largest misfit with a real root: 5.662 %
verified
```
